# Occupancy odds of a large alloy atom on two subsurface sites: test program

```python
# Result under test: large atoms L and host atoms S share two classes of
# subsurface sites, roomy (r) and tight (t). With exchange energy
#   D = (E_L,t - E_S,t) - (E_L,r - E_S,r)
# the equilibrium occupancies c_r, c_t of L obey
#   [c_r/(1-c_r)] / [c_t/(1-c_t)] = K = exp(D/kT).
# x is the mean L fraction; energies are in eV, lengths in angstrom.
from itertools import combinations
import numpy as np
from scipy import constants as const
from scipy.integrate import solve_ivp
from scipy.optimize import brentq
from scipy.special import gammaln

k_B = const.k / const.e
hartree = const.physical_constants["Hartree energy in eV"][0]
D, T, x_mean = 0.2, 800.0, 0.25
kT = k_B * T
K = np.exp(D / kT)
assert abs(K - 18) < 0.5


def odds_ratio(c_r, c_t):
    return c_r * (1 - c_t) / (c_t * (1 - c_r))


def occupancies(x):
    """Closed form for equally numerous sites."""
    q = np.tanh(D / (2 * kT))
    y = x * (1 - x)
    d = 2 * q * y / (1 + np.sqrt(1 - 4 * q**2 * y))
    return x + d, x - d


# --- Swap law: enumerate every arrangement of 3 L atoms on 4 + 4 sites.
E_L = np.array([-0.07] * 4 + [0.10] * 4)   # first four sites are roomy
E_S = np.array([0.05] * 4 + [0.02] * 4)
forward = backward = 0.0
for chosen in combinations(range(8), 3):
    is_L = np.zeros(8, dtype=bool)
    is_L[list(chosen)] = True
    weight = np.exp(-np.where(is_L, E_L, E_S).sum() / kT)
    if is_L[0] and not is_L[4]:
        forward += weight
    if is_L[4] and not is_L[0]:
        backward += weight
pair_ratio = forward / backward
assert abs(pair_ratio / K - 1) < 1e-10
# The energy difference of L alone would give a different, wrong number.
L_only_ratio = np.exp((E_L[4] - E_L[0]) / kT)
assert abs(L_only_ratio / pair_ratio - 1) > 0.2


# --- Exact canonical sum over the number n of L atoms on roomy sites.
def log_binomial(m, n):
    return gammaln(m + 1) - gammaln(n + 1) - gammaln(m - n + 1)


def canonical(m_r, m_t, n_L):
    n = np.arange(max(0, n_L - m_t), min(m_r, n_L) + 1)
    log_w = log_binomial(m_r, n) + log_binomial(m_t, n_L - n) + n * D / kT
    w = np.exp(log_w - log_w.max())
    mean_n = (w * n).sum() / w.sum()
    return np.array([mean_n / m_r, (n_L - mean_n) / m_t])


def large_layer(m_r, m_t, n_L):
    """Remove the leading 1/size error by doubling the layer."""
    return 2 * canonical(2 * m_r, 2 * m_t, 2 * n_L) - canonical(m_r, m_t, n_L)


for x in (0.05, 0.25, 0.5, 0.8):
    exact = large_layer(400, 400, round(800 * x))
    assert np.allclose(exact, occupancies(x), atol=1e-4)
    assert abs(odds_ratio(*exact) / K - 1) < 2e-3
error_400 = odds_ratio(*canonical(400, 400, 200)) - K
error_800 = odds_ratio(*canonical(800, 800, 400)) - K
assert abs(error_400 / error_800 - 2) < 0.1     # error falls as 1/size
unequal = large_layer(200, 600, 200)            # one roomy per three tight
unequal_odds = odds_ratio(*unequal)
unequal_numbers = unequal[0] * 200 / (unequal[1] * 600)
assert abs(unequal_odds / K - 1) < 2e-3

c_r, c_t = occupancies(x_mean)
number_ratio = {x: occupancies(x)[0] / occupancies(x)[1]
                for x in (0.001, 0.01, 0.25, 0.5)}
dilute = canonical(2000, 2000, 4)
assert abs(dilute[0] / dilute[1] / K - 1) < 0.01
half = large_layer(400, 400, 400)
assert abs(half[0] / half[1] / np.sqrt(K) - 1) < 2e-3

# --- Sign and scale of D: rigid cage with four Morse bonds.
bond_k, well, db, dh = 9.0, 2.3, 0.05, 0.10
morse_a = np.sqrt(bond_k / (2 * well))


def cage_exchange(scale):
    def energy(radius, bond):
        return 4 * well * (1 - np.exp(-morse_a * (radius - bond)))**2
    tight, roomy, large = -scale * dh / 2, scale * dh / 2, scale * db
    return (energy(tight, large) - energy(tight, 0.0)
            - energy(roomy, large) + energy(roomy, 0.0))


D_cage = 4 * bond_k * db * dh
D_morse = cage_exchange(1.0)
assert D_morse > 0
assert abs(D_morse / D_cage - 1) < 0.15         # anharmonic bonds
assert abs(cage_exchange(0.1) / (0.01 * D_cage) - 1) < 0.02

# --- Errors of energy and temperature.
dD, dT = 0.03, 20.0
K_low, K_high = np.exp((D - dD) / kT), np.exp((D + dD) / kT)
K_hot = np.exp(D / (k_B * (T + dT)))
log_slope = -D / kT * dT / T
assert abs(np.log(K_hot / K) / log_slope - 1) < 0.04   # second order in dT

# --- Repulsion V between L neighbours along rows of one class.
V = 0.010


def row_occupancy(log_z):
    z = np.exp(log_z)
    matrix = np.array([[1.0, np.sqrt(z)], [np.sqrt(z), z * np.exp(-V / kT)]])
    return np.linalg.eigh(matrix)[1][1, -1]**2


log_z_t = brentq(lambda u: row_occupancy(u + D / kT) + row_occupancy(u)
                 - 2 * x_mean, -15, 15)
row_r, row_t = row_occupancy(log_z_t + D / kT), row_occupancy(log_z_t)
K_rows = odds_ratio(row_r, row_t)
K_mean_field = K * np.exp(-2 * V * (c_r - c_t) / kT)
assert K_rows < K
assert abs(K_rows / K_mean_field - 1) < 0.03    # second order in V/kT

# --- Softer vibration of L in the roomy site, three modes.
quantum, softening = 0.040, 0.05


def level_sum(hw):
    return np.exp(-(np.arange(600) + 0.5) * hw / kT).sum()


vib_factor = (level_sum(quantum * (1 - softening)) / level_sum(quantum))**3
vib_classical = (1 - softening)**-3
assert abs(vib_factor / vib_classical - 1) < 0.01

# --- Is there time to exchange while one monolayer grows?
attempt, tau = 1e13, 10.0
barrier_limit = kT * np.log(attempt * tau)


def odds_after_growth(barrier):
    rate = attempt * np.exp(-barrier / kT)

    def flow(time, c):
        other = 2 * x_mean - c
        return rate * (other * (1 - c) - c * (1 - other) / K)
    run = solve_ivp(flow, (0, tau), [x_mean], method="LSODA",
                    rtol=1e-9, atol=1e-11)
    assert run.success
    final = run.y[0, -1]
    return odds_ratio(final, 2 * x_mean - final)


reached = {b: odds_after_growth(b) for b in (2.0, 2.2, 2.4)}
assert abs(reached[2.0] / K - 1) < 0.01
assert 2 < reached[2.2] < 0.9 * K
assert reached[2.4] < 2

print(f"exchange energy D = {D:.3f} eV = {D / hartree:.5f} hartree")
print(f"temperature = {T:.0f} K")
print(f"kT = {kT:.5f} eV")
print(f"D/kT = {D / kT:.4f}")
print(f"odds ratio K = {K:.2f}")
print(f"enumerated swap ratio, 8 sites = {pair_ratio:.2f}")
print(f"ratio if L energy alone were used = {L_only_ratio:.2f}")
print(f"L energies roomy, tight = {E_L[0]:.2f}, {E_L[4]:.2f} eV")
print(f"S energies roomy, tight = {E_S[0]:.2f}, {E_S[4]:.2f} eV")
print(f"canonical odds ratio, 400+400 sites = {K + error_400:.3f}")
print(f"canonical odds ratio, 800+800 sites = {K + error_800:.3f}")
print(f"mean L fraction x = {x_mean:.2f}")
print(f"tanh(D/2kT) = {np.tanh(D / (2 * kT)):.4f}")
print(f"half difference d = {(c_r - c_t) / 2:.4f}")
print(f"roomy occupancy = {c_r:.4f}")
print(f"tight occupancy = {c_t:.4f}")
print(f"roomy odds = {c_r / (1 - c_r):.4f}")
print(f"tight odds = {c_t / (1 - c_t):.5f}")
for x, value in number_ratio.items():
    print(f"atom-number ratio at x = {x:g}: {value:.2f}")
print(f"1:3 sites, x = 0.25: odds ratio = {unequal_odds:.2f}")
print(f"1:3 sites, x = 0.25: number ratio = {unequal_numbers:.2f}")
for temp in (300, 700, 900, 1000):
    print(f"equilibrium K at {temp} K = {np.exp(D / (k_B * temp)):.4g}")
print(f"cage: bond stiffness = {bond_k:.1f} eV/A^2")
print(f"cage: Morse well depth = {well:.1f} eV")
print(f"cage: db = {db:.2f} A, dh = {dh:.2f} A")
print(f"cage: harmonic D = {D_cage:.3f} eV")
print(f"cage: Morse D = {D_morse:.3f} eV")
print(f"K for D -/+ {dD:.2f} eV = {K_low:.1f}, {K_high:.1f}")
print(f"K for T + {dT:.0f} K = {K_hot:.2f}")
print(f"row repulsion V = {1000 * V:.0f} meV")
print(f"odds ratio with V, transfer matrix = {K_rows:.2f}")
print(f"odds ratio with V, mean field = {K_mean_field:.2f}")
print(f"vibrational quantum = {1000 * quantum:.0f} meV")
print(f"softening in roomy site = {100 * softening:.0f} %")
print(f"vibrational factor, level sum = {vib_factor:.3f}")
print(f"vibrational factor, classical = {vib_classical:.3f}")
print(f"odds ratio with softening = {K * vib_factor:.2f}")
print(f"attempt rate = {attempt:.0e} 1/s")
print(f"monolayer time = {tau:.0f} s")
print(f"barrier limit kT ln(nu tau) = {barrier_limit:.2f} eV")
for barrier, value in reached.items():
    print(f"odds ratio reached, barrier {barrier:.1f} eV = {value:.2f}")
print("all tests passed")
```

Output:

```
exchange energy D = 0.200 eV = 0.00735 hartree
temperature = 800 K
kT = 0.06894 eV
D/kT = 2.9011
odds ratio K = 18.19
enumerated swap ratio, 8 sites = 18.19
ratio if L energy alone were used = 11.77
L energies roomy, tight = -0.07, 0.10 eV
S energies roomy, tight = 0.05, 0.02 eV
canonical odds ratio, 400+400 sites = 18.259
canonical odds ratio, 800+800 sites = 18.227
mean L fraction x = 0.25
tanh(D/2kT) = 0.8958
half difference d = 0.2060
roomy occupancy = 0.4560
tight occupancy = 0.0440
roomy odds = 0.8381
tight odds = 0.04606
atom-number ratio at x = 0.001: 18.16
atom-number ratio at x = 0.01: 17.87
atom-number ratio at x = 0.25: 10.35
atom-number ratio at x = 0.5: 4.27
1:3 sites, x = 0.25: odds ratio = 18.19
1:3 sites, x = 0.25: number ratio = 2.15
equilibrium K at 300 K = 2290
equilibrium K at 700 K = 27.54
equilibrium K at 900 K = 13.18
equilibrium K at 1000 K = 10.18
cage: bond stiffness = 9.0 eV/A^2
cage: Morse well depth = 2.3 eV
cage: db = 0.05 A, dh = 0.10 A
cage: harmonic D = 0.180 eV
cage: Morse D = 0.201 eV
K for D -/+ 0.03 eV = 11.8, 28.1
K for T + 20 K = 16.95
row repulsion V = 10 meV
odds ratio with V, transfer matrix = 16.18
odds ratio with V, mean field = 16.15
vibrational quantum = 40 meV
softening in roomy site = 5 %
vibrational factor, level sum = 1.171
vibrational factor, classical = 1.166
odds ratio with softening = 21.31
attempt rate = 1e+13 1/s
monolayer time = 10 s
barrier limit kT ln(nu tau) = 2.22 eV
odds ratio reached, barrier 2.0 eV = 18.19
odds ratio reached, barrier 2.2 eV = 4.90
odds ratio reached, barrier 2.4 eV = 1.15
all tests passed
```
